# Logarithmic Corrections to One-Dimensional Growth at Zero Velocity Curvature

**Q:** I grow a one-dimensional front, and its velocity depends on its tilt. At one tilt the curve of velocity against tilt has an inflection. What equation governs the roughness there?

**A:** Let $h(x,t)$ be the height, $m_0$ the mean tilt and $u=\partial_x h-m_0$ the local excess slope. Assume that growth depends on the local surroundings, that the noise has short range in space and time, and that there is a smallest length, such as a site width. Expanding the velocity $v(m_0+u)$ and adding the lowest smoothing term gives

$$\partial_t h=v(m_0)+v'(m_0)u+\nu\,\partial_xu+\frac{\lambda}{2}u^2+\frac{\kappa}{6}u^3+\eta .$$

Here $\lambda=v''(m_0)$, $\kappa=v'''(m_0)$, and $\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t')$. The term in $v'$ moves slope fluctuations sideways, and a moving frame removes it. At the inflection $\lambda=0$, and the constant is then the mean growth.

The function $v(m)$ must be the measured, macroscopic velocity. A zero quadratic coefficient in a microscopic rule is not enough, because fluctuations acting through other terms can produce a macroscopic curvature.

A measured velocity already includes the averages over fluctuations, and these must not be counted twice. If the plain cube $u^3$ is kept at the inflection, the coefficient of $u$ in the equation is therefore $v'(m_0)-\kappa\langle u^2\rangle/2$. The cube supplies the rest, and the slope pattern drifts at the measured $v'(m_0)$.

**Q:** Without the quadratic term I would expect Edwards-Wilkinson behaviour. Can I simply drop the cubic term?

**A:** Compare it with the smoothing term as the scale grows. In the linear equation, a Fourier mode of the slope obeys

$$\partial_tu_k=-\nu k^2u_k+ik\eta_k .$$

The noise feeds its variance at a rate proportional to $2Dk^2$, and smoothing removes it at the rate $2\nu k^2$. The ratio is the same for all $k$, so the stationary slope is white noise:

$$\langle u(x)u(x')\rangle=A\,\delta(x-x'),\qquad A=D/\nu .$$

Averaged over a length $b$, such a slope has size $b^{-1/2}$. Then $\nu\partial_xu$ scales as $b^{-3/2}$ and $u^p$ as $b^{-p/2}$. Their ratio scales as

$$\frac{u^p}{\partial_xu}\sim b^{(3-p)/2}.$$

The quadratic term grows relative to smoothing, the quartic term shrinks, and the cubic term keeps its relative size. It is marginal, so this argument does not permit us to drop it.

Dimension matters. On a $d$-dimensional substrate the averaged slope scales as $b^{-d/2}$, and the cubic-to-smoothing ratio becomes $b^{-3d/2}/b^{-d/2-1}=b^{1-d}$. By this counting the cubic term is irrelevant on a two-dimensional surface.

**Q:** If it is marginal, does Edwards-Wilkinson scaling survive?

**A:** Marginality alone does not decide that. Fluctuations can make a marginal coupling grow slowly or decay slowly. We must find how $A$, $\kappa$ and $\nu$ change with scale.

Start with $A$. In the moving frame

$$\partial_tu=\partial_x\left[\nu\partial_xu+\frac{\kappa}{6}u^3+\eta\right].$$

The linear part and the noise preserve the Gaussian weight $\exp(-\int u^2dx/2A)$. The cubic part preserves it too if it conserves both $\int u^2dx$ and volume in the space of slopes. On a ring, integration by parts gives for the first quantity

$$\frac{d}{dt}\frac12\int u^2dx=-\frac{\kappa}{6}\int u^3\partial_xu\,dx=-\frac{\kappa}{24}\int\partial_x(u^4)dx=0.$$

The second needs a cutoff. Take sites of unit spacing, with

$$\dot u_i=\frac{\kappa}{6}\left[F(u_i,u_{i+1})-F(u_{i-1},u_i)\right],\quad F(a,b)=\frac{a^3+a^2b+ab^2+b^3}{4}.$$

Since $(b-a)F(a,b)=(b^4-a^4)/4$, the sum $\sum_iu_i\dot u_i$ telescopes to zero, as in the continuum. The divergence of the flow is

$$\sum_i\frac{\partial\dot u_i}{\partial u_i}=\frac{\kappa}{6}\sum_i(\partial_aF-\partial_bF)(u_i,u_{i+1})=\frac{\kappa}{12}\sum_i(u_i^2-u_{i+1}^2)=0.$$

So white slope noise of the same strength $A$ remains stationary. The stationary height difference over a length $\ell$ has variance $A\ell$, and the roughness exponent stays $1/2$, with no logarithm.

**Q:** Could fluctuations change the cubic coefficient itself?

**A:** Impose an extra uniform tilt $m$. The average cubic contribution to the velocity is

$$\frac{\kappa}{6}\langle(m+u)^3\rangle=\frac{\kappa}{6}\left(m^3+3m\langle u^2\rangle\right),$$

because odd Gaussian averages vanish. The cutoff keeps $\langle u^2\rangle$ finite, and its value affects only the drift. The drift also depends on how the cube is placed on sites: the form $F$ above gives $\kappa\langle u^2\rangle/3$ in place of the plain cube's $\kappa\langle u^2\rangle/2$, and the subtraction must match. In both cases the third derivative is still $\kappa$.

On a coarse scale the slope is nearly uniform over many sites, so to lowest order in gradients the local velocity follows this same $v(m)$. The local cubic coefficient is therefore $\kappa$ at each scale. Only $\nu$ is left to change, and the effective noise strength $D=A\nu$ changes with it.

**Q:** How can a term without any smoothing in it change the smoothing constant?

**A:** It makes a fluctuating current of slope, and a fluctuating current spreads things out. First separate the drift from the rest:

$$u^3=\,:\!u^3\!:+\,3\langle u^2\rangle u .$$

The last term only adds to the drift. It completes the measured $v'(m_0)$, which sets the speed of the moving frame. What remains is uncorrelated with $u$ at equal times.

Define $S(x,t)=\langle u(x,t)u(0,0)\rangle$ in that frame. Its area is $A$, since slope is conserved. Define its spread by

$$M(t)=\frac1A\int x^2S(x,t)\,dx,\qquad \nu_{\rm eff}(t)=\frac12\frac{dM}{dt}.$$

For linear smoothing $M=2\nu t$, so $\nu_{\rm eff}=\nu$.

Write $\partial_tu=-\partial_xJ$ and let $C(x,t)=\langle J(x,t)J(0,0)\rangle$. In a stationary state correlations depend on differences of position and time. Differentiating $S$ once with respect to each time gives $-\partial_t^2S$; differentiating $C$ once with respect to each position gives $-\partial_x^2C$. Conservation equates them:

$$\partial_t^2S=\partial_x^2C.$$

Multiply by $x^2/A$ and integrate by parts twice:

$$M''(t)=\frac2A\int C(x,t)\,dx .$$

Now take the parts of $J$ in turn. The gradient current $-\nu\partial_xu$ integrates to zero. A correlation between the cubic current and earlier noise, integrated over space, measures the response to a spatially uniform noise current. Such a current has $\partial_x\eta=0$ and does not change $u$, so this also vanishes. Later noise is independent of the earlier cubic current.

The noise-noise part puts $4(D/A)\delta(t)$ into $M''$. Since $M$ is even in time, $M'$ jumps from $-2D/A$ to $2D/A$, which gives $M'(0^+)=2\nu$. For $t>0$,

$$M''(t)=\frac2A\left(\frac{\kappa}{6}\right)^2\int\langle:\!u^3\!:(x,t)\,:\!u^3\!:(0,0)\rangle dx.$$

The sign of $\kappa$ has dropped out.

**Q:** Where does the logarithm come from?

**A:** From the slow decay of this current correlation. The next step is an approximation: treat the joint distribution at the two times as Gaussian. Each of the three slopes at one point pairs with one at the other, in $3!=6$ ways, so the correlation is $6S^3$.

Give $S$ the Gaussian shape

$$S=\frac{A}{\sqrt{2\pi M}}e^{-x^2/2M}.$$

Its cube has exponent $-3x^2/2M$, hence

$$\int S^3dx=\frac{A^3}{(2\pi M)^{3/2}}\sqrt{\frac{2\pi M}{3}}=\frac{A^3}{2\sqrt3\,\pi M}.$$

Substitution gives

$$M''=\frac2A\,\frac{\kappa^2}{36}\,6\,\frac{A^3}{2\sqrt3\,\pi M}=\frac{K}{M},\qquad K=\frac{\kappa^2A^2}{6\sqrt3\,\pi}.$$

With $M\approx2\nu t$ the right side decays as $1/t$, and its time integral is a logarithm. To include the growth of $\nu_{\rm eff}$, multiply by $M'$ and integrate from a reference time marked by a star:

$$\frac{M'^2-M_*'^2}{2}=K\ln\frac{M}{M_*}.$$

Because $M'=2\nu_{\rm eff}$, this is $\nu_{\rm eff}^2=\nu_*^2+(K/2)\ln(M/M_*)$. At long times $\ln M$ differs from $\ln t$ only by a term of order $\ln\ln t$, so to leading order

$$\frac{d\nu_{\rm eff}^2}{d\ln t}=\frac{\kappa^2A^2}{12\sqrt3\,\pi}.$$

The smoothing constant grows as $(\ln t)^{1/2}$.

**Q:** A growing correction sounds dangerous. Why does it not destroy the Edwards-Wilkinson exponents?

**A:** What counts is the cubic term relative to smoothing, measured by the dimensionless coupling $g=(\kappa A/\nu_{\rm eff})^2$. Its numerator is fixed, so

$$\frac{dg}{d\ln t}=-\frac{\kappa^2A^2}{\nu_{\rm eff}^4}\frac{d\nu_{\rm eff}^2}{d\ln t}=-\frac{g^2}{12\sqrt3\,\pi}.$$

The coupling falls for either sign of $\kappa$. With $12\sqrt3\pi\approx65.3$, the solution is

$$g(t)=\frac{g_*}{1+(g_*/65.3)\ln(t/t_*)}.$$

This is why the scaling survives: the cubic current strengthens the smoothing that then weakens its effect. It also makes the Gaussian step plausible for the leading logarithm, since the evolution becomes more nearly linear as $g\to0$. At finite $g$ the step remains an approximation.

The dynamic exponent stays 2, because the spread obeys $M\sim t(\ln t)^{1/2}$: a power $t^1$ with a logarithmic factor.

**Q:** Have these claims been tested away from the formulas?

**A:** Lattice sums with $A=\nu=1$ test the power counting. The current argument makes a term $u^p$ change $\nu$ through $\int dt\sum_xS^p$. For each fourfold increase of time, successive contributions change by factors 2.00, 1.00 and 0.50 for $p=2,3,4$. The equal steps at $p=3$ are the logarithm. Its coefficient from the sum is 0.04595, against $1/(4\sqrt3\pi)=0.04594$.

The Gaussian step needs a nonlinear test. The noisy cubic equation was simulated on 600 rings of 64 sites, again with $A=\nu=1$. At $t=8$ linear smoothing gives $M=16$. The excess is:

| $\kappa$ | simulated | closure with feedback | without feedback |
|---|---|---|---|
| 3 | 2.61 | 2.78 | 2.95 |
| 6 | 10.46 | 9.72 | 11.81 |

"Feedback" means that $S$ spreads with the growing $\nu_{\rm eff}$. The closure here uses sums for the same finite ring, whose mean slope is held fixed. Dropping this uniform mode lowers the excess without feedback by about 18% relative to a long front, so the table compares ring values only. It is about 7% above the simulation at $\kappa=3$ and 7% below at $\kappa=6$. No error bars were computed, so these differences do not measure the accuracy of the closure. Runs of this size scatter by about 3% in the excess. The simulated excess lies about 11% below the value without feedback at both $\kappa$, which is the sign the predicted weakening requires. The closure predicts reductions of 6% and 18%. This growth with $\kappa$ is not resolved: the simulated excess rises by a factor 4.0, the same as $\kappa^2$.

The simulated excess came from the variance of the cubic current. The relaxation of the longest slope wave gives a separate estimate of the total $M$: 18.48 against 18.61 at $\kappa=3$, and 28.60 against 26.46 at $\kappa=6$. The last pair differs by 8% of the total, which is a larger share of the excess: relaxation implies an excess of 12.60, above even the closure without feedback. A reduction below the value without feedback is therefore seen in the current variance, though not its predicted growth with $\kappa$, and the relaxation does not confirm it. The relaxation estimate has a sampling error of order 1 in $M$, so neither pair decides much. Sampling error and the finite wavelength may both contribute to the difference, but these data do not separate them.

**Q:** What would I see in the roughness?

**A:** Start from a stationary front and follow the height change $\Delta h$ in the moving frame, after subtracting its mean. For $k\ne0$ we have $h_k=u_k/ik$. On a very long front the uniform mode contributes nothing to the variance at one point, so

$$V(t)=\langle\Delta h^2\rangle=\int\frac{dk}{2\pi}\,\frac{2[A-\hat S(k,t)]}{k^2}.$$

For the Gaussian shape $\hat S=Ae^{-k^2M/2}$. The needed integral is

$$\int_{-\infty}^{\infty}\frac{1-e^{-ck^2}}{k^2}dk=2\sqrt{\pi c},$$

as differentiation by $c$ confirms: both sides give $\sqrt{\pi/c}$, and both vanish at $c=0$. With $c=M/2$,

$$V=\frac A\pi\,2\sqrt{\frac{\pi M}{2}}=A\sqrt{\frac{2M}{\pi}}.$$

Thus $V\sim t^{1/2}(\ln t)^{1/4}$, and the rms height change grows as $t^{1/4}(\ln t)^{1/8}$. The eighth root makes the logarithm hard to see.

**Q:** Can you show me a growth rule with such an inflection?

**A:** Take a front made of slopes $+1$ and $-1$. A deposit fills a local minimum, a downward slope followed by an upward one, and raises it by 2. Let $a_l$ and $a_r$ be 1 if the slope to the left or right of that pair is downward, and 0 otherwise. The filling rate is $1+\delta(1-a_l-a_r)$. Lengths are in site widths $a$ and times in $\tau$, the inverse base deposition rate.

Independent slopes are stationary under this rule. The total rate of leaving a configuration is a sum over its minima; the total rate of entering it is the same expression summed over its maxima, each of which was a minimum before the deposit. A ring has as many minima as maxima. The sums of $a_l+a_r$ also agree: both count the sequence down-up-down, and each run of two or more downward slopes adds one to either sum. Equal weights at fixed tilt are therefore stationary. An enumeration of all configurations of a ten-site ring confirmed the balance.

A slope is downward with probability $\rho=(1-m)/2$. The mean filling rate of a minimum is $1+\delta(1-2\rho)=1+\delta m$, so

$$v(m)=2\rho(1-\rho)(1+\delta m)=\frac{(1-m^2)(1+\delta m)}{2}.$$

Differentiation gives $v''=-1-3\delta m$ and $v'''=-3\delta$. For $\delta=5/6$ the inflection lies at $m_0=-1/(3\delta)=-0.4$, with $\kappa=-2.5\,a/\tau$. The variance of a slope $\pm1$ is $1-m_0^2$, hence $A=0.84\,a$. The simulated velocity at $m_0$ was $0.2793\,a/\tau$, against $0.2800\,a/\tau$ from the formula.

**Q:** Does its roughness grow differently at the inflection?

**A:** Yes. At $m_0$ the variance $V$ rose from 2.152 to $6.908\,a^2$ between $t=9.73$ and $77.84\,\tau$. The effective exponent is

$$\frac{\ln(6.908/2.152)}{\ln(77.84/9.73)}=0.561 .$$

At $m=0$, with the same $\delta$ but $v''=-1\,a/\tau$, the exponent over a similar time range was 0.650. The asymptotic Edwards-Wilkinson and Kardar-Parisi-Zhang values for the variance are $1/2$ and $2/3$.

The excess of 0.561 over $1/2$ has the sign expected from a growing $\nu_{\rm eff}$. It does not measure the logarithm's coefficient: the time range is only eightfold, and early transients and sampling noise also enter.

**Q:** How large does the logarithm become if I wait?

**A:** Inverting the formula for $V$ gives $M=\pi V^2/(2A^2)$. The last two recorded times, 38.92 and $77.84\,\tau$, then give $M=49.4$ and $106.2\,a^2$, and

$$\nu_{\rm eff}\approx\frac{106.2-49.4}{2(77.84-38.92)}\approx0.73\ \frac{a^2}{\tau}$$

near $t=55\,\tau$. This value assumes the Gaussian shape and has a sampling uncertainty of about $0.03\,a^2/\tau$, which passes into the forecast below and, through $\nu^3$, into $t^*$ at the 10% level. There $g=(2.5\times0.84/0.73)^2\approx8.3$. The predicted increase of $\nu_{\rm eff}^2$ per unit of $\ln t$ is $(2.1)^2/65.3=0.0675\,a^4/\tau^2$. At $t=10^9\,\tau$,

$$\nu_{\rm eff}\approx\sqrt{0.73^2+0.0675\ln(10^9/55)}\approx1.29\ \frac{a^2}{\tau}.$$

Integrating $M''=K/M$ from the same start gives 1.31, and $g$ has fallen to about 2.6. The rms height change is then about $184\,a$, against $160\,a$ with $\nu_{\rm eff}$ held at 0.73. After more than seven decades of time the logarithm has added 15%. This is a forecast of the closure, not a simulation to that time.

**Q:** I cannot set the tilt perfectly. When does that spoil the result?

**A:** A small error $\delta m$ restores a curvature $\lambda=\kappa\,\delta m$. Treat its current $(\lambda/2):\!u^2\!:$ in the same way. There are two pairings, and with $M=2\nu t$ the integral is $\int S^2dx=A^2/\sqrt{8\pi\nu t}$. Since $\nu_{\rm eff}=M'/2$, the change in $\nu$ is

$$\delta\nu=\frac1A\int_0^t2\left(\frac\lambda2\right)^2\frac{A^2}{\sqrt{8\pi\nu t'}}dt'=\lambda^2A\sqrt{\frac{t}{8\pi\nu}} .$$

Kardar-Parisi-Zhang growth takes over roughly when $\delta\nu=\nu$:

$$t^*=\frac{8\pi\nu^3}{\lambda^4A^2}.$$

With $\nu$ held at $0.73\,a^2/\tau$, a tilt error of 0.1 gives $t^*\approx3.5\times10^3\,\tau$, and an error of 0.01 gives $3.5\times10^7\,\tau$. The fourth power of $\delta m$ sets this sensitivity. At an error of about 0.004 this estimate gives $t^*\approx10^9\,\tau$. By then the cubic term has raised $\nu_{\rm eff}$ to about $1.3\,a^2/\tau$, and with that value the same formula gives a correction of roughly a third of $\nu_{\rm eff}$. This is still too large to neglect, so the forecast to that time needs a clearly smaller error.

**Q:** What should I check before applying this to a real growth front?

**A:** The front must be effectively one-dimensional, as a single step edge may be; a whole film surface is not. Shadowing or long-range transport would break the assumption of local growth. Surface diffusion adds smoothing with more derivatives. The slope noise is then no longer white at short lengths, and the proof above that $A$ stays fixed does not cover this case, so $A$ must be measured over long lengths. The growth rule above represents no particular material, so its times and amplitudes should not be carried over to one.

For a real front, measure $v(m)$ on both sides of the inflection to obtain $\kappa$ and the tilt error, and obtain $A$ from stationary height differences and $\nu$ from the relaxation of long waves. The estimate of $t^*$ then indicates roughly how long the inflection can control the growth. If $\kappa$ also vanishes, the next local term is quartic and irrelevant by the counting above, so this source of logarithms disappears. The numerical output below lists the intermediate times of the forecast.

## Computed values

```
LATTICE SUMS (nu = 1, A = 1, dimensionless)
u^2: growth of correction per 4x time = 1.9998
u^3: growth of correction per 4x time = 0.9997
u^4: growth of correction per 4x time = 0.4997
log coefficient, sum / formula = 0.04595 / 0.04594
12 sqrt(3) pi = 65.297
NOISY CUBIC EQUATION (lattice units, nu = 1, A = 1)
ring sites = 64, copies = 600, time lag = 8.0
kappa = 3: M - 2 nu t simulated = 2.61
  closure with feedback = 2.78, without = 2.95
  total M from current = 18.61, from slope relaxation = 18.48
kappa = 6: M - 2 nu t simulated = 10.46
  closure with feedback = 9.72, without = 11.81
  total M from current = 26.46, from slope relaxation = 28.60
SINGLE-STEP GROWTH MODEL (units a and tau)
delta = 0.8333, zero-curvature tilt m0 = -0.4000
v(m0) exact / simulated = 0.2800 / 0.2793 a/tau
v'(m0) = 0.6167 a/tau
kappa = -2.500 a/tau, A = 0.840 a
t = 9.73 tau: height-increment variance = 2.152 a^2
t = 19.46 tau: height-increment variance = 3.178 a^2
t = 38.92 tau: height-increment variance = 4.713 a^2
t = 77.84 tau: height-increment variance = 6.908 a^2
variance exponent at m0 = 0.561 (dimensionless)
at m = 0: v'' = -1.000 a/tau
t = 9.60 tau: variance at m = 0 is 3.512 a^2
t = 76.80 tau: variance at m = 0 is 13.565 a^2
variance exponent at m = 0 is 0.650 (dimensionless)
FORECAST AT m0
d(nu_eff^2)/d ln t = 0.0675 a^4/tau^2
start t = 55.0 tau, nu_eff = 0.730 a^2/tau, g = 8.28
t = 1e+03 tau: nu_eff flow / formula = 0.862 / 0.853 a^2/tau
  g = 5.94, rms height increment = 5.20 a, with constant nu = 5.06 a
t = 1e+06 tau: nu_eff flow / formula = 1.108 / 1.093 a^2/tau
  g = 3.59, rms height increment = 31.35 a, with constant nu = 28.45 a
t = 1e+09 tau: nu_eff flow / formula = 1.306 / 1.289 a^2/tau
  g = 2.58, rms height increment = 184.12 a, with constant nu = 160.01 a
LIMIT SET BY A TILT ERROR (estimate with nu_eff held at start value)
tilt error 0.1: |lambda| = 0.250 a/tau, crossover time = 3.5e+03 tau
tilt error 0.01: |lambda| = 0.025 a/tau, crossover time = 3.5e+07 tau
```
